**G0W0 ionization energy of helium: X⁻³ against 1/N extrapolation**

The program computes the ionization energy I of helium with G0W0 on a Hartree-Fock start in cc-pVXZ bases, where X is the cardinal number and N the number of basis functions. It asserts that the spectral self-energy agrees with a direct imaginary-frequency integral, and that a separate radial code reproduces the cc-pVTZ result. It also asserts the large-l law −C/(l+1/2)⁴ for the second-order energy, with C obtained from the 1s orbital, and the limiting difference of 1/6 between the two extrapolation factors. A nearly complete Laguerre basis gives the reference I = 24.7615 eV, and its stability against fewer radial functions and a lower highest explicit l is asserted to within 0.001 eV. From the pair X = 4, 5, the X⁻³ extrapolation is 0.0041 eV too low and the 1/N extrapolation 0.0020 eV too high. The output shows 1/N closer for all three neighbouring pairs when the total I is extrapolated; this ranking is an observation for helium in these bases and is not asserted as a general law.

## Check in Python

```python
"""
G0W0 ionization energy of helium (Hartree-Fock start, direct-RPA screening).
Result under test: the angular basis error falls as X**-3, and extrapolations
in X**-3 and 1/N (N = number of cc-pVXZ functions) share that leading law but
differ at finite X; both are judged against a nearly complete radial basis.
Symbols: e1 = 1s energy, ev = virtual energies, v[a,b] = (1a|1b),
h[a] = (11|1a), lam = l + 1/2, X = cardinal number, IE = ionization energy.
Internal unit: hartree and bohr; printed energies are in eV.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import legendre as leg
from scipy.constants import physical_constants, e as charge
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammaln, zeta
from pyscf import gto, scf, mp

scf.hf.MUTE_CHKFILE = True
EV = physical_constants["Hartree energy in eV"][0]


# ---------- G0W0 for one doubly occupied orbital ----------
def self_energy_poles(e1, ev, v, h=None):
    """Pole positions and residues of the 1s correlation self-energy."""
    gap = ev - e1
    root = np.sqrt(gap)
    om2, z = eigh(root[:, None] * (np.diag(gap) + 4 * v) * root)
    om = np.sqrt(om2)
    xy = root[:, None] * z / np.sqrt(om)
    poles = (ev[:, None] + om).ravel()
    residues = (2 * (v @ xy) ** 2).ravel()
    if h is not None:
        poles = np.append(poles, e1 - om)
        residues = np.append(residues, 2 * (h @ xy) ** 2)
    return poles, residues


def evaluate(pole_data, w):
    poles, residues = pole_data
    return np.sum(residues / (w - poles))


def quasiparticle(e1, sigma):
    return brentq(lambda w: w - e1 - sigma(w), e1 - 0.3, e1 + 0.3,
                  xtol=1e-13)


def second_order(e1, ev, v):
    return np.sum(v**2 / (2 * e1 - ev[:, None] - ev[None, :]))


# ---------- Gaussian bases through pyscf ----------
def gaussian_atom(name):
    mol = gto.M(atom="He 0 0 0", basis=name, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-13
    mf.conv_tol_grad = 1e-8
    mf.kernel()
    assert mf.converged
    c = mf.mo_coeff
    exchange = mf.get_k(mol, np.outer(c[:, 0], c[:, 0]))
    t = c.T @ exchange @ c
    return mol, mf, mf.mo_energy[0], mf.mo_energy[1:], t[1:, 1:], t[0, 1:]


cardinals = [2, 3, 4, 5]
names = {2: "cc-pvdz", 3: "cc-pvtz", 4: "cc-pvqz", 5: "cc-pv5z"}
nbas, ie_hf, ie = {}, {}, {}
for X in cardinals:
    mol, mf, e1, ev, v, h = gaussian_atom(names[X])
    data = self_energy_poles(e1, ev, v, h)
    nbas[X] = mol.nao_nr()
    ie_hf[X] = -e1
    ie[X] = -quasiparticle(e1, lambda w: evaluate(data, w))
    if X == 3:
        tz_mol, tz_mf = mol, mf
        tz = (e1, ev, v, h, data)

# Spectral formula against the frequency integral of G0 (W - v).
e1, ev, v, h, data = tz
x, wx = np.polynomial.legendre.leggauss(240)
freq, wfreq = (1 + x) / (1 - x), 2 * wx / (1 - x) ** 2
all_e = np.append(e1, ev)
t_all = np.vstack([h, v])
definition_error = 0.0
for fraction in (0.3, 0.7):
    w = e1 + fraction * (ev[0] - e1)
    integral = 0.0
    for f, wf in zip(freq, wfreq):
        chi0 = -4 * (ev - e1) / ((ev - e1) ** 2 + f**2)
        chi = np.linalg.inv(np.diag(1 / chi0) - v)
        wc = np.einsum("qa,ab,qb->q", t_all, chi, t_all)
        integral += wf * np.sum(wc * (w - all_e) / ((w - all_e)**2 + f**2))
    definition_error = max(definition_error,
                           abs(-integral / np.pi - evaluate(data, w)))
assert definition_error < 1e-7

# One-pair second-order sum against the general MP2 code.
mp2 = mp.MP2(tz_mf)
mp2.kernel()
assert abs(mp2.e_corr - second_order(e1, ev, v)) < 1e-8

# ---------- independent radial calculation ----------
q, panels, rmax = 14, 40, 40.0
x, wx = leg.leggauss(q)
edges = rmax * (np.arange(panels + 1) / panels) ** 3
half = np.diff(edges) / 2
r = (edges[:-1, None] + half[:, None] * (x + 1)).ravel()
wt = (half[:, None] * wx).ravel()
lagrange = np.linalg.inv(leg.legvander(x, q - 1))
partial = leg.legvander(x, q) @ leg.legint(lagrange, lbnd=-1, axis=0)
cumulative = np.zeros((r.size, r.size))
for p in range(panels):
    rows = slice(p * q, (p + 1) * q)
    cumulative[rows, :p * q] = wt[:p * q]
    cumulative[rows, rows] = half[p] * partial


def multipole_kernel(l):
    m = (wt * r ** (-l - 1.0))[:, None] * cumulative * r ** float(l)
    return m + m.T


kernels = [multipole_kernel(l) for l in range(11)]


def laguerre_basis(count):
    def functions(l):
        scale = 3 + 1.5 * l
        n = np.arange(count)[:, None]
        y = 2 * scale * r[None, :]
        a = 2.0 * l + 2
        norm = np.exp(0.5 * (gammaln(n + 1) - gammaln(n + a + 1)))
        front = norm * np.sqrt(2 * scale) * y ** (l + 1) * np.exp(-y / 2)
        poly = eval_genlaguerre(n, a, y)
        dpoly = -eval_genlaguerre(np.maximum(n - 1, 0), a + 1, y) * (n > 0)
        u = front * poly
        du = ((l + 1) / r - scale) * u + 2 * scale * front * dpoly
        return u, du
    return functions


def gaussian_basis(mol):
    def functions(l):
        us, dus = [], []
        for shell in range(mol.nbas):
            if mol.bas_angular(shell) != l:
                continue
            alpha = mol.bas_exp(shell)[:, None]
            prim = (alpha ** ((2 * l + 3) / 4) * r ** (l + 1)
                    * np.exp(-alpha * r**2))
            dprim = ((l + 1) / r - 2 * alpha * r) * prim
            coef = mol.bas_ctr_coeff(shell)
            us.append(coef.T @ prim)
            dus.append(coef.T @ dprim)
        return np.vstack(us), np.vstack(dus)
    return functions


def radial_atom(functions, lmax):
    """HF 1s energy and orbital, with GW poles and MP2 energy per l."""
    def matrices(l):
        u, du = functions(l)
        s = (u * wt) @ u.T
        core = 0.5 * (du * wt) @ du.T
        core += (u * wt * (l * (l + 1) / (2 * r**2) - 2 / r)) @ u.T
        return u, s, core

    def solve(l, mats, u1):
        u, s, core = mats
        exch = (u * u1) @ kernels[l] @ (u * u1).T / (2 * l + 1)
        coul = (u * (kernels[0] @ u1**2)) @ u.T
        fock = core + 2 * coul - exch
        en, c = eigh((fock + fock.T) / 2, (s + s.T) / 2)
        return en, c, c.T @ exch @ c

    u1 = 2 * 1.7**1.5 * r * np.exp(-1.7 * r)
    mats = matrices(0)
    previous = 0.0
    for _ in range(60):
        en, c, t = solve(0, mats, u1)
        u1 = c[:, 0] @ mats[0]
        change, previous = abs(en[0] - previous), en[0]
    assert change < 1e-9
    e1 = en[0]
    channels = [self_energy_poles(e1, en[1:], t[1:, 1:], t[0, 1:])]
    pair = [second_order(e1, en[1:], t[1:, 1:])]
    for l in range(1, lmax + 1):
        en, c, t = solve(l, matrices(l), u1)
        channels.append(self_energy_poles(e1, en, t))
        pair.append((2 * l + 1) * second_order(e1, en, t))
    return e1, u1, channels, np.array(pair)


def radial_sigma(channels, lmax, tail):
    def sigma(w):
        parts = [(2 * l + 1) * evaluate(channels[l], w)
                 for l in range(lmax + 1)]
        extra = parts[-1] * (lmax + 0.5)**4 * zeta(4, lmax + 1.5)
        return sum(parts) + (extra if tail else 0.0)
    return sigma


# Same Gaussian functions, two separate integral and symmetry treatments.
g1, _, gch, _ = radial_atom(gaussian_basis(tz_mol), 2)
g_ie = -quasiparticle(g1, radial_sigma(gch, 2, False))
assert abs(-g1 - ie_hf[3]) < 1e-6 and abs(g_ie - ie[3]) < 1e-6

# Nearly complete reference and its stability.
L = 10
r1, u1, channels, pair = radial_atom(laguerre_basis(40), L)
sigma_ref = radial_sigma(channels, L, True)
ref = -quasiparticle(r1, sigma_ref)
ref_l7 = -quasiparticle(r1, radial_sigma(channels, 7, True))
s1, _, small_channels, _ = radial_atom(laguerre_basis(28), L)
ref_small = -quasiparticle(s1, radial_sigma(small_channels, L, True))
assert abs(ref - ref_l7) * EV < 1e-3
assert abs(ref - ref_small) * EV < 1e-3
step = 1e-4
slope = (sigma_ref(-ref + step) - sigma_ref(-ref - step)) / (2 * step)
weight = 1 / (1 - slope)

# Large-l law: coefficient from the orbital against explicit channels.
phi = u1 / (np.sqrt(4 * np.pi) * r)
C = 6 * np.pi**2 * np.sum(wt * phi**4 * r**5)
lam = np.arange(L + 1) + 0.5
scaled = -pair * lam**4
C_channels = ((scaled[10] * lam[10]**2 - scaled[8] * lam[8]**2)
              / (lam[10]**2 - lam[8]**2))
assert abs(C_channels / C - 1) < 0.02
gw_part = np.array([(2 * l + 1) * evaluate(channels[l], r1)
                    for l in range(L + 1)])
screen = 1 - gw_part[1:] / (2 * pair[1:])
screen_power = -np.log(screen[9] / screen[6]) / np.log(lam[10] / lam[7])
assert 3 < screen_power < 5

# Angular truncation at l <= 4 with complete radial functions.
ie_l4 = -quasiparticle(r1, radial_sigma(channels, 4, False))
angular_formula = 2 * weight * C / (3 * 5**3)
assert abs(angular_formula / (ref - ie_l4) - 1) < 0.15
assert ie[5] < ie_l4 < ref

# ---------- the two extrapolations ----------
for X in cardinals:
    assert nbas[X] == X * (X + 1) * (2 * X + 1) // 6
k = sp.symbols("k", positive=True)
count = k * (k + 1) * (2 * k + 1) / 6
before = count.subs(k, k - 1)
g_difference = sp.simplify(before / (count - before)
                           - (k - 1)**3 / (k**3 - (k - 1)**3))
assert sp.limit(g_difference, k, sp.oo) == sp.Rational(1, 6)


def intercept(x_small, y_small, x_large, y_large):
    line = np.linalg.solve([[1, x_small], [1, x_large]], [y_small, y_large])
    return line[0]


results = {}
for X in (3, 4, 5):
    Y = X - 1
    row = []
    for xs, xl in ((Y**-3.0, X**-3.0), (1 / nbas[Y], 1 / nbas[X])):
        total = intercept(xs, ie[Y], xl, ie[X])
        split = ie_hf[X] + intercept(xs, ie[Y] - ie_hf[Y],
                                     xl, ie[X] - ie_hf[X])
        row += [total, split]
    results[X] = row
    gx = Y**3 / (X**3 - Y**3)
    gn = nbas[Y] / (nbas[X] - nbas[Y])
    assert abs(row[0] - ie[X] - gx * (ie[X] - ie[Y])) < 1e-10
    assert abs(row[2] - ie[X] - gn * (ie[X] - ie[Y])) < 1e-10
for value in (results[5][0], results[5][2]):
    assert abs(value - ref) < abs(ie[5] - ref)

# ---------- output ----------
print(f"hartree = {EV:.6f} eV")
for X in cardinals:
    print(f"X={X} N={nbas[X]}: HF IE {ie_hf[X]*EV:.4f} eV, "
          f"G0W0 IE {ie[X]*EV:.4f} eV, "
          f"error {(ie[X]-ref)*EV:.4f} eV")
print(f"reference HF IE = {-r1*EV:.4f} eV")
print(f"reference G0W0 IE = {ref*EV:.4f} eV = {ref*EV*charge:.5e} J")
print(f"reference change, l<=7 plus tail: {(ref_l7-ref)*EV:.5f} eV")
print(f"reference change, 28 radial functions: {(ref_small-ref)*EV:.5f} eV")
print(f"quasiparticle weight z = {weight:.4f}")
print(f"C from orbital integral = {C*EV:.4f} eV")
print(f"C from channels l=8,10 = {C_channels*EV:.4f} eV")
for l in (1, 4, 10):
    print(f"l={l}: relative screening reduction = {screen[l-1]:.5f}")
print(f"power of screening reduction, l=7 to 10 = {screen_power:.2f}")
print(f"IE with complete radial set, l<=4 = {ie_l4*EV:.4f} eV")
print(f"5Z missing angular part = {(ref-ie_l4)*EV:.4f} eV")
print(f"angular part from 2zC/(3X^3) = {angular_formula*EV:.4f} eV")
print(f"5Z missing remainder (radial) = {(ie_l4-ie[5])*EV:.4f} eV")
for X in (3, 4, 5):
    Y = X - 1
    a, b, c, d = results[X]
    gx, gn = Y**3 / (X**3 - Y**3), nbas[Y] / (nbas[X] - nbas[Y])
    print(f"pair ({Y},{X}): increment {(ie[X]-ie[Y])*EV:.4f} eV, "
          f"g_X {gx:.4f}, g_N {gn:.4f}")
    print(f"  total IE: X^-3 {a*EV:.4f} eV, 1/N {c*EV:.4f} eV")
    print(f"  errors: X^-3 {(a-ref)*EV:.4f} eV, 1/N {(c-ref)*EV:.4f} eV")
    print(f"  correlation only, errors: X^-3 {(b-ref)*EV:.4f} eV, "
          f"1/N {(d-ref)*EV:.4f} eV")
    print(f"  error ratio: true {(ie[Y]-ref)/(ie[X]-ref):.4f}, "
          f"X^-3 law {(X/Y)**3:.4f}, 1/N law {nbas[X]/nbas[Y]:.4f}")
print(f"frequency-integral test deviation = {definition_error*EV:.1e} eV")
print("all assertions hold")
```

Output:

```
hartree = 27.211386 eV
X=2 N=5: HF IE 24.8752 eV, G0W0 IE 24.3604 eV, error -0.4011 eV
X=3 N=14: HF IE 24.9699 eV, G0W0 IE 24.5740 eV, error -0.1875 eV
X=4 N=30: HF IE 24.9759 eV, G0W0 IE 24.6749 eV, error -0.0866 eV
X=5 N=55: HF IE 24.9778 eV, G0W0 IE 24.7152 eV, error -0.0463 eV
reference HF IE = 24.9788 eV
reference G0W0 IE = 24.7615 eV = 3.96723e-18 J
reference change, l<=7 plus tail: -0.00009 eV
reference change, 28 radial functions: -0.00006 eV
quasiparticle weight z = 0.9560
C from orbital integral = 4.5113 eV
C from channels l=8,10 = 4.4927 eV
l=1: relative screening reduction = 0.13346
l=4: relative screening reduction = 0.00406
l=10: relative screening reduction = 0.00016
power of screening reduction, l=7 to 10 = 3.88
IE with complete radial set, l<=4 = 24.7402 eV
5Z missing angular part = 0.0213 eV
angular part from 2zC/(3X^3) = 0.0230 eV
5Z missing remainder (radial) = 0.0250 eV
pair (2,3): increment 0.2136 eV, g_X 0.4211, g_N 0.5556
  total IE: X^-3 24.6639 eV, 1/N 24.6927 eV
  errors: X^-3 -0.0975 eV, 1/N -0.0688 eV
  correlation only, errors: X^-3 -0.1374 eV, 1/N -0.1214 eV
  error ratio: true 2.1394, X^-3 law 3.3750, 1/N law 2.8000
pair (3,4): increment 0.1009 eV, g_X 0.7297, g_N 0.8750
  total IE: X^-3 24.7486 eV, 1/N 24.7632 eV
  errors: X^-3 -0.0129 eV, 1/N 0.0017 eV
  correlation only, errors: X^-3 -0.0174 eV, 1/N -0.0036 eV
  error ratio: true 2.1659, X^-3 law 2.3704, 1/N law 2.1429
pair (4,5): increment 0.0402 eV, g_X 1.0492, g_N 1.2000
  total IE: X^-3 24.7574 eV, 1/N 24.7635 eV
  errors: X^-3 -0.0041 eV, 1/N 0.0020 eV
  correlation only, errors: X^-3 -0.0061 eV, 1/N -0.0003 eV
  error ratio: true 1.8689, X^-3 law 1.9531, 1/N law 1.8333
frequency-integral test deviation = 8.3e-16 eV
all assertions hold
```
